Projected position eigenvalues and the Berry-phase centre of a Rice-Mele chain

**Problem**

A chain has cells of length a. Cell n holds site A at na, with energy +Δ, and site B at na + d, with energy −Δ. The Hamiltonian element is −t₁ between A and B of one cell and −t₂ between B of one cell and A of the next. Take Δ > 0 and t₁ > t₂ > 0. The position operator X is diagonal in the sites. The lower half of the levels is filled, P projects onto it, and both spins are alike. The electrons do not interact and the sites are fixed.

(a) Find the Berry-phase centre x̄ = (a/2π)∮A dk, with A = i⟨u|∂ₖu⟩, for the infinite chain.

(b) Find the eigenvalues of PXP within the filled band, and the variance of its eigenvectors.

(c) Cut out an open chain of N cells. How are its interior eigenvalues related to those of (b), and how fast does the difference fall with distance from an end?

(d) Evaluate for N = 60, a = 0.25 nm, d = 0.12 nm, t₁ = 3.0 eV, t₂ = 2.2 eV, Δ = 2.0 eV. With S = 0.15 nm² per chain, find the polarization relative to Δ = 0, all else fixed.

**Hints**

1. Choose the B amplitude real and positive.
2. Write x times a Bloch function as a k derivative plus a remainder.
3. Write P as an integral of the Green function along the imaginary energy axis, which runs through the gap.
4. Use the infinite chain's Wannier functions as trial vectors in the open chain.

**Solution**

**(a) The centre.** Write the Bloch state as ψₖ = e^{ikx}uₖ, with amplitudes v_A e^{ikna} and v_B e^{ikna} in cell n. Then u_A = v_A and u_B = v_B e^{−ikd}. Site A couples to B in its own cell and in the cell before, so

g = −(t₁ + t₂e^{−ika}),  ε = √(Δ² + |g|²),

and the bands are ±ε. The lower state obeys (Δ + ε)v_A + g v_B = 0. Since |g|² = (ε − Δ)(ε + Δ), normalization gives

v_B = √[(ε + Δ)/2ε],  v_A = (t₁ + t₂e^{−ika})/√[2ε(ε + Δ)].

Let χ be the phase of v_A. In A, the derivatives of the moduli cancel because |v_A|² + |v_B|² = 1. The phases leave

A = d|v_B|² − |v_A|²χ′.

Here χ′ is the imaginary part of ∂ₖ ln(t₁ + t₂e^{−ika}):

χ′ = −a t₂(t₂ + t₁ cos ka)/|g|².

Since |v_A|²/|g|² = 1/[2ε(ε + Δ)],

A = d|v_B|² + a t₂(t₂ + t₁ cos ka)/[2ε(ε + Δ)].

The mean of A over the Brillouin zone, written ⟨A⟩, is x̄. A change of gauge ψ → e^{iθ}ψ changes A by −θ′. If θ winds by 2πm, x̄ moves by −ma, so x̄ is defined modulo a.

Two limits test the result. For Δ → ∞ the electron sits on B and x̄ → d. For Δ → 0 both weights are 1/2, and the phase χ has no net winding when t₁ > t₂, so x̄ = d/2, the middle of the strong bond.

**(b) The infinite chain.** Build a state of the filled band as φ = (a/2π)∮f(k)ψₖ dk with periodic f. From ψₖ = e^{ikx}uₖ,

xψₖ = −i∂ₖψₖ + e^{ikx} i∂ₖuₖ.

Integrating the first term by parts moves the derivative to f with a change of sign; the boundary term vanishes by periodicity. Projecting the second term onto the filled band gives Aψₖ. Hence PXP acts on f as

f → i f′ + A f.

The eigenvalue equation i f′ = (λ − A)f has the solution

f(k) = f(0) exp[−i∫₀ᵏ(λ − A)dk′].

It is periodic if 2πλ/a − ∮A dk = 2πn, so

λₙ = na + x̄.

The eigenvectors wₙ are Wannier functions, one per cell, in the gauge where A is constant.

For the variance, split Xwₙ into its filled part λₙwₙ and its empty part. The variance is the squared norm of the latter, ⟨|A_cv|²⟩, with A_cv = i⟨u_c|∂ₖu_v⟩. Differentiating the eigenvalue equation gives |A_cv| = |⟨u_c|∂ₖH|u_v⟩|/2ε. With true site positions, the off-diagonal element of H is

h = −(t₁e^{ikd} + t₂e^{−ik(a−d)}).

Because ∂ₖH is purely off-diagonal, its square is |h′|² times the identity. Removing the filled-band part, whose element is −ε′, gives

|A_cv|² = (|h′|² − ε′²)/4ε²,
|h′|² = d²t₁² + (a−d)²t₂² − 2d(a−d)t₁t₂ cos ka,
ε′ = −a t₁t₂ sin(ka)/ε.

**(c) The open chain.** First count the filled levels. Write H = Δσ + K, where σ is +1 on A and −1 on B, and K holds the hoppings. Since K joins A to B only, σK = −Kσ and H² = Δ² + K². No level lies between −Δ and Δ. As Δ grows, no level can cross zero, and for large Δ the N levels on B are negative. Thus N levels are filled for every Δ > 0.

With G(z) = (z − H)⁻¹,

P = 1/2 + (1/2π)∫G(iy)dy,

taken symmetrically in y. For a level E the integral is −π sgn E, which gives 1 for E < 0 and 0 for E > 0.

Between sites far apart, G(iy) decays as the solution of (iy)² = ε² with ka = π + iκ_y a:

cosh κ_y a = (Δ² + y² + t₁² + t₂²)/(2t₁t₂).

The slowest decay is at y = 0; call it κ. Cutting a bond adds to G a term that runs from one site to the cut and back to the other. Therefore, up to powers of distance,

P_open(i,j) − P(i,j) ~ e^{−κ(sᵢ+sⱼ)},

where s is the distance from the end. The functions v_A, v_B and A are analytic in k until ε = 0, that is, for |Im k| < κ. So wₙ also decays with rate κ, up to powers.

Let wₙ be centred a distance D from the nearer end, with xₙ = na + x̄. As P(X − xₙ)wₙ = 0,

P_open(X − xₙ)P_open wₙ = (P_open − P)(X − xₙ)wₙ + P_open(X − xₙ)(P_open − 1)wₙ.

Both terms are of order e^{−κD}, up to powers of D. Normalize P_open wₙ to pₙ and call the residual norm rₙ. Expanding pₙ in the eigenvectors of M = P_open X P_open within the filled space gives

rₙ² = Σ|c_m|²(λ_m − xₙ)² ≥ min(λ_m − xₙ)².

So some eigenvalue lies within rₙ of xₙ.

There are no extra interior eigenvalues. An eigenvector φ of M with eigenvalue λ has variance ‖(1 − P_open)Xφ‖² = ‖[X, P_open]φ‖². This is bounded independently of N, because P_open decays exponentially between sites. Hence the weight of φ beyond a distance L from λ falls at least as 1/L². Deep inside, φ is then nearly a sum of the wₙ near λ. Taking the product of the residual with φ gives

|⟨pₙ|φ⟩| ≤ rₙ/|λ − xₙ|.

If λ stayed away from every xₙ, all these overlaps would vanish with growing D, contradicting the norm of φ. If two eigenvalues approached the same xₙ, two orthogonal vectors would both become wₙ, which is impossible. The interior eigenvalues therefore match those of (b) one to one.

The error falls faster than rₙ. Let ρ = ⟨pₙ|M|pₙ⟩ and q = (1 − P_open)wₙ. Apart from normalization, ρ − xₙ is

⟨wₙ|X − xₙ|wₙ⟩ − 2Re⟨q|(X − xₙ)wₙ⟩ + ⟨q|X − xₙ|q⟩,

summed over the open chain. The first term equals minus the tail lost outside, of order e^{−2κD}. In the second, q ~ e^{−κ(s+D)} meets wₙ ~ e^{−κ(D−s)}, again giving e^{−2κD}. The third has the same order.

It remains to compare ρ with λ. Let β be the next eigenvalue above λ. Since (λ_m − λ)(λ_m − β) ≥ 0 for every m, averaging in pₙ gives

‖(M − ρ)pₙ‖² + (ρ − λ)(ρ − β) ≥ 0,

so ρ − λ ≤ rₙ²/(β − ρ). The next eigenvalue below bounds λ − ρ likewise. Neighbours are about a apart, and thus

|λₙ − na − x̄| ~ e^{−2κD}, up to powers of D.

The argument needs κ > 0. At Δ = 0 and t₁ = t₂, cosh κa = 1, the gap closes and the exponential matching is lost.

**(d) Numbers.** The smallest |g| is t₁ − t₂ = 0.8 eV, so the gap is 2√(2.0² + 0.8²) = 4.31 eV. The integral in (a) gives

x̄ = 0.108016 nm.

The mean weight on A is 0.2268. Site weights within one cell would place the centre at 0.12 × (1 − 0.2268) = 0.0928 nm. The remaining 0.0152 nm is the phase term. Since x̄ = ⟨w₀|X|w₀⟩, it equals a times the mean cell index of w₀, which has weight in neighbouring cells too.

In the open chain, the eigenvalue of cell 30 (counting from 0) is 7.608016 nm. Subtracting 30 × 0.25 = 7.5 nm returns 0.108016 nm. Near the left end the deviations from na + x̄ are:

cell 0: −2.4×10⁻³ nm
cell 2: −1.0×10⁻⁴ nm
cell 5: −7.9×10⁻⁷ nm
cell 10: −2.3×10⁻¹⁰ nm

The predicted rate follows from

cosh κa = (4.00 + 9.00 + 4.84)/(2 × 3.0 × 2.2) = 1.352,

so κa = 0.816 and 2κa = 1.631 per cell. A fit over cells 5 to 12 gives 1.628 for the eigenvalue error. The residual falls at 0.771 per cell over the same range, near κa; the power factors left open above may account for the difference. The rms width of the central eigenvector is 0.0663 nm, as the band formula gives.

At Δ = 0 the centre is 0.0600 nm. Raising Δ to 2.0 eV never closes the gap, so the same branch of x̄ can be followed throughout. With two electrons of charge −e per cell and fixed positive cores,

ΔP = −2e(0.1080 − 0.0600)/(0.25 × 0.15) nm⁻² = −2.56 e/nm² = −41.0 µC/cm².

The sign follows from electrons moving towards +x.

**Variation 1: cut the strong bonds**

Let the chain begin on B and end on A, still with N filled levels. What changes?

The argument in (c) used only bulk decay and the absence of levels near zero, so the interior values remain x̄ modulo a. The largest deviation among the 24 central eigenvalues is about 10⁻¹⁴ nm, the level of round-off. The first eigenvalue is 0.1355 nm instead of the bulk value 0.1080 nm: the ends do depend on termination.

A long chain now has an end state on B. The equation on each A site, t₁bₙ + t₂bₙ₋₁ = 0, gives bₙ = −(t₂/t₁)bₙ₋₁ at energy −Δ. Its amplitude decays at ln(t₁/t₂) = 0.31 per cell, more slowly than κa. It is the highest filled level; an empty partner at +Δ sits at the other end. The other filled levels compensate its tail, since the total projector obeys the faster bound from the imaginary axis.

**Variation 2: from the centre to the permittivity**

Apply a weak field E along the chain. How far does the centre move, and what permittivity follows for parallel chains?

An electron gains the energy Fx, with F = eE. The part of X within the band only shifts k, which leaves a filled band unchanged. The part between bands mixes in the upper state:

δu_v = −(F A_cv/2ε)u_c.

Varying ∮A dk and integrating one term by parts gives ∮2Re(i⟨δu_v|∂ₖu_v⟩)dk. Hence

dx̄/dF = −2⟨|A_cv|²/2ε⟩ = −1.784×10⁻³ nm²/eV.

The open chain gives the same value to these digits. At 1 MV/cm, F = 0.1 eV/nm and the centre moves by −1.79×10⁻⁴ nm. The energy drop along the chain, 1.5 eV, stays below the gap.

The polarization is −2e δx̄/(aS). Let E be the macroscopic field inside the material. It equals the applied field in a bundle much longer than it is wide; in a wide film with chains normal to the surface, the end charges reduce the applied field by nearly P/ε₀. With E so defined,

ε_r = 1 − 2(e²/ε₀)(dx̄/dF)/(aS).

With e/ε₀ = 18.1 V·nm,

ε_r = 1 + 2 × 18.1 × 1.784×10⁻³/0.0375 = 2.72.

The hoppings, cell length and area are rough values for a polyacetylene-like π backbone. The site offset is an added assumption and makes the gap much wider than that of polyacetylene itself, roughly 1.5 to 2 eV. The same model at Δ = 0 gives ε_r ≈ 14, so 2.72 is set mostly by the assumed offset and is not a value for polyacetylene. The value 2.72 counts π electrons alone, for perfectly aligned chains with clamped sites; σ electrons would add to it.

Releasing the clamped sites gives the largest of the corrections estimated here, though the Coulomb correction below is not bounded. Let B move by s relative to A, with a core of charge +e on each site. The strong bond lengthens and the weak one shortens. With a rough 40 eV/nm for the change of hopping with length, t₁ falls and t₂ rises by 40 eV/nm × s. This slope accounts for only 0.4 eV of t₁ − t₂ over the 0.01 nm difference in bond length, and with the equal springs used below a chain at Δ = 2.0 eV would not alternate by itself; the alternation is an imposed input. The effective charge is e(1 − 2dx̄/ds) = −2.9e. With a rough 2000 eV/nm² per bond, and the band energy −2⟨ε⟩ per cell, the net stiffness is 2 × 2000 eV/nm² − 2d²⟨ε⟩/ds² = 2022 eV/nm². The lattice then adds

2.898² × 18.1/(2022 × 0.0375) ≈ 2.0

to the static permittivity, comparable with the electronic 1.72. The stiffness is a difference of two large rough numbers, 4000 − 1978, and changes of 10% in the spring and the slope move the addition between about 1.2 and 3.9. A low clamped-site value is therefore no evidence of a low static one.

Coulomb feedback is harder to size. Take a repulsion U/√[1 + (Ur/1.44 eV·nm)²] between sites a distance r apart, with a rough U = 11 eV. Plain Hartree feedback lowers 2.72 to 2.68, but this small change is a near cancellation of on-site and long-range terms, and it lets an electron repel its own spin on the same site. With that self-term removed the value rises to about 3.4; with a purely on-site U it is about 2.6. Exchange between sites and correlation are not included, and exchange is not small: this repulsion is about 8 eV across a bond, above the gap, and with t₁, t₂ and Δ held as self-consistent values the full Hartree–Fock response is unstable. These variants therefore do not bound the Coulomb correction; 2.72 is uncertain by several tenths at least, and possibly by much more. The thermal factor exp(−gap/2k_BT) at 400 K is about 10⁻²⁷, and the estimated interband tunnelling factor at 1 MV/cm, in a chain long enough for the energy drop to reach the gap, is below 10⁻⁹⁰. Both are negligible for the ideal chain, but they say nothing about leakage through defects, which the model lacks. Further digits are in the numerical output below.

Computed results

```
cell length a = 0.250 nm; site B at d = 0.120 nm
t1 = 3.00 eV; t2 = 2.20 eV; delta = 2.00 eV
cells = 60; area per chain = 0.150 nm^2
band gap = 4.3081 eV
mean occupation of A per spin = 0.226834
Berry-phase centre xbar = 0.108015891 nm
Wilson-loop centre, 2000 points = 0.108015892 nm
open chain, cell 30: eigenvalue = 7.608015891 nm
same minus 30 a = 0.108015891 nm
deviation in cell 0 = -2.392e-03 nm
deviation in cell 1 = -5.067e-04 nm
deviation in cell 2 = -1.022e-04 nm
deviation in cell 5 = -7.936e-07 nm
deviation in cell 10 = -2.326e-10 nm
largest deviation, cells 15-44 = 1.5e-13 nm
chain starting on B: first eigenvalue = 0.135537 nm
chain starting on B: largest interior deviation = 1.2e-14 nm
kappa a = 0.8157 per cell
fitted eigenvalue-error rate = 1.6276 per cell
fitted residual rate = 0.7705 per cell
Wannier residual in cell 5 = 5.932e-05 nm
Wannier residual in cell 12 = 2.703e-07 nm
1 - overlap with bulk Wannier function = 6.7e-16
rms width, eigenvector = 0.066337 nm
rms width, band formula = 0.066337 nm
centre at delta = 0: 0.060000 nm
polarization relative to delta = 0: -41.029 uC/cm2
d xbar/dF, band formula = -1.784365e-03 nm^2/eV
d xbar/dF, open chain = -1.784366e-03 nm^2/eV
field = 1.0 MV/cm; F = 0.100 eV/nm
centre shift at this field = -1.7851e-04 nm
energy drop along chain = 1.500 eV
pi-electron relative permittivity = 2.7220
rough contact repulsion = 11.0 eV
staggered Coulomb sum = 1.1439 eV
permittivity with Hartree feedback = 2.6774
rough spring = 2000 eV/nm^2; hopping slope = 40 eV/nm
effective charge of B = -2.898 e
net lattice stiffness = 2021.7 eV/nm^2
rough lattice addition to permittivity = 2.004
log10 thermal factor at 400 K = -27.1
log10 tunnelling factor at the field = -96.5
```
